# Thermodynamic Factor of a Binary Alloy in the Bethe Approximation

## The situation

Two blocks of an A–B alloy with slightly different compositions are joined and annealed. Atoms exchange places, and the composition step spreads. If A and B mix ideally, the driving force comes from the entropy of mixing alone. If unlike neighbours cost energy, part of that driving force is cancelled, and the step spreads more slowly even when the atomic mobilities are unchanged. The thermodynamic factor $\Phi$ measures this effect. The task is to obtain it from the energies of neighbouring pairs, including the fact that neighbours are not placed at random.

## What the thermodynamic factor is

Let $x$ be the fraction of B and write $c=x(1-x)$. Every site is occupied by A or B; vacancies are too few to affect the thermodynamics. The phase is uniform, without sublattice order. With $N=N_A+N_B$ atoms and free energy $f(x)$ per site, $G=Nf(x)$. Since $\partial x/\partial N_B=(1-x)/N$ and $\partial x/\partial N_A=-x/N$,

$$\mu_B=f+(1-x)f',\qquad \mu_A=f-xf'.$$

Differentiation gives $\mu_B'=(1-x)f''$ and $\mu_A'=-xf''$. Activities are defined by $\mu_i=\mu_i^\circ+kT\ln a_i$, and $d\ln(1-x)=-dx/(1-x)$. Hence

$$\Phi\equiv\frac{d\ln a_B}{d\ln x}=\frac{d\ln a_A}{d\ln(1-x)}=\frac{c\,f''}{kT}. \tag{1}$$

For ideal mixing $f''=kT/c$, so $\Phi=1$.

To connect this with diffusion, take the frame in which the A and B fluxes cancel, with uniform site density $n$, and define a kinetic factor $D_k$ by

$$J_B=-\frac{nD_k}{kT}\,c\,\frac{\partial(\mu_B-\mu_A)}{\partial s},$$

where $s$ is position. Because $\mu_B-\mu_A=f'$, its gradient is $f''\,\partial x/\partial s$, and

$$J_B=-n\,\Phi D_k\frac{\partial x}{\partial s},\qquad \tilde D=\Phi D_k. \tag{2}$$

All correlations between atomic jumps are contained in $D_k$; equation (2) does not determine them.

## Energy in terms of pairs

Each site has $z$ nearest neighbours, so there are $z/2$ bonds per site. The bond energies $\varepsilon_{AA},\varepsilon_{BB},\varepsilon_{AB}$ do not depend on composition. Give each bond a direction, and let $y$ be the probability of finding A at its start and B at its end. The reverse arrangement has the same probability, so a bond joins unlike atoms with probability $2y$. The site fractions fix the rest:

$$P_{AB}=P_{BA}=y,\qquad P_{AA}=1-x-y,\qquad P_{BB}=x-y.$$

Define the exchange energy $w=\varepsilon_{AB}-\tfrac12(\varepsilon_{AA}+\varepsilon_{BB})$. The energy per site is

$$\frac z2\left[\varepsilon_{AA}(1-x-y)+\varepsilon_{BB}(x-y)+2\varepsilon_{AB}y\right]
=\frac z2\left[\varepsilon_{AA}(1-x)+\varepsilon_{BB}x\right]+zwy.$$

The first term on the right is linear in $x$ and drops out of $f''$. Positive $w$ favours like neighbours (clustering); negative $w$ favours unlike neighbours.

## Entropy without closed loops

Suppose first that the bonds form a tree, with no closed loops. Once the atom on a site is known, the branches leaving it are statistically independent, because no bond connects them. A configuration can then be built outward from one site, each new atom depending on the one before it:

$$P=p(s_0)\prod_{\text{bonds}}\frac{P(s_i,s_j)}{p(s_i)},$$

where $i$ is the inner end of the bond. A site other than the first is the inner end of $z-1$ bonds. The first site is the inner end of $z$ bonds, but the prefactor $p(s_0)$ removes one of these factors. Every interior site therefore contributes $p^{-(z-1)}$. Averaging $-\ln P$, with $z/2$ bonds per interior site, gives

$$\frac Sk=-\frac z2\sum_{ij}P_{ij}\ln P_{ij}+(z-1)\left[x\ln x+(1-x)\ln(1-x)\right].$$

The surface of a finite tree is left out, since it would contribute a finite fraction of the sites. A crystal has closed loops, and using this entropy there is the Bethe approximation. For random mixing the pair sum is twice the site sum, and the coefficients combine to $-z+(z-1)=-1$, the ideal entropy.

Up to terms linear in $x$,

$$\frac f{kT}=\frac{zwy}{kT}+\frac z2\left[P_{AA}\ln P_{AA}+P_{BB}\ln P_{BB}+2y\ln y\right]-(z-1)\left[x\ln x+(1-x)\ln(1-x)\right]. \tag{3}$$

## The number of unlike pairs

At fixed $x$, the equilibrium $y$ minimizes $f$. Since $P_{AA}$ and $P_{BB}$ both fall by $dy$,

$$0=\frac{zw}{kT}+\frac z2\left[-\ln P_{AA}-\ln P_{BB}+2\ln y\right];$$

the constants $-1-1+2$ have cancelled. With $\eta=e^{2w/kT}$ this is

$$(x-y)(1-x-y)=\eta y^2. \tag{4}$$

The second derivative, $\frac z2(1/P_{AA}+1/P_{BB}+2/y)$, is positive, so there is one minimum. The left side of (4) is $c-y+y^2$, and therefore

$$(\eta-1)y^2+y-c=0.$$

Let $b=\sqrt{1+4c(\eta-1)}$. The root that tends to $c$ as $\eta\to1$ is

$$y=\frac{b-1}{2(\eta-1)}=\frac{2c}{1+b}, \tag{5}$$

where $b^2-1=4c(\eta-1)$ was used. The other root is $2c/(1-b)$. It is negative for $\eta>1$. For $\eta<1$ we have $b>|1-2x|$, so $1-b<2\min(x,1-x)$, and this root exceeds $\max(x,1-x)$, which would make a pair probability negative.

Differentiating the quadratic with respect to $x$ gives $[1+2(\eta-1)y]\,y'=1-2x$. By (5) the bracket equals $b$, so

$$y'=\frac{1-2x}{b}. \tag{6}$$

## The second derivative

Because $\partial f/\partial y=0$, the first derivative needs only the explicit dependence on $x$, with $\partial P_{BB}/\partial x=1$ and $\partial P_{AA}/\partial x=-1$:

$$\frac{f'}{kT}=\frac z2\ln\frac{P_{BB}}{P_{AA}}-(z-1)\ln\frac{x}{1-x}+\text{constant}. \tag{7}$$

In the next derivative $y$ must be allowed to vary:

$$\frac{f''}{kT}=\frac z2 K-\frac{z-1}{c},\qquad K=\frac{1-y'}{x-y}+\frac{1+y'}{1-x-y}.$$

Over the common denominator, which is $\eta y^2$ by (4), the numerator of $K$ is

$$(1-y')(1-x-y)+(1+y')(x-y)=1-2y-(1-2x)y'.$$

Insert (5), (6) and $(1-2x)^2=1-4c$:

$$1-\frac{4c}{1+b}-\frac{1-4c}{b}
=\frac{b+b^2-4cb-(1+b-4c-4cb)}{b(1+b)}
=\frac{b^2-1+4c}{b(1+b)}=\frac{4c\eta}{b(1+b)}.$$

Dividing by $\eta y^2=4\eta c^2/(1+b)^2$ leaves $K=(1+b)/(bc)$. Equation (1) then gives

$$\Phi=\frac z2\left(1+\frac1b\right)-(z-1),$$

or

$$\boxed{\Phi=1-\frac z2\left(1-\frac1b\right),\qquad b=\sqrt{1+4x(1-x)\left(e^{2w/kT}-1\right)}.} \tag{8}$$

Clustering ($w>0$) makes $b>1$ and lowers $\Phi$ below one; a preference for unlike neighbours raises it above one.

## The chain: an exact case

At $z=2$, equation (8) becomes

$$\Phi=\frac1b. \tag{9}$$

This is exact for the infinite chain, for the following reason. The entropy per site of a uniform chain is the entropy of the next atom when all earlier atoms are known. Knowing more cannot raise the average uncertainty, so this entropy is at most that of the next atom when just its neighbour is known:

$$\frac Sk\le-\sum_{ij}P_{ij}\ln P_{ij}+x\ln x+(1-x)\ln(1-x).$$

Equality holds for a Markov chain, in which each atom depends on its predecessor alone. The energy depends on nothing but the pair probabilities, so for given $x$ and $y$ the Markov chain has the lowest free energy. That free energy is (3) with $z=2$, and minimizing over $y$ completes an exact calculation.

At $x=\tfrac12$, $b=\sqrt\eta=e^{w/kT}$, and the chain has $\Phi=e^{-w/kT}$. At every composition $1/b$ is positive for any temperature above zero, so $f''>0$ throughout and the chain does not separate into two phases.

A direct sum over all 65,536 states of a 16-site ring tests this. There $\Phi$ was found from the fluctuations of composition, as explained in the next part. For $w/kT=0.8$ and $x=0.6088$, the ring and $1/b$ both give 0.45807; for $w/kT=-0.8$ and $x=0.5225$, both give 2.21670.

## Reading the result through fluctuations

Let the number of B atoms vary under a field $h=(\mu_B-\mu_A)/kT$, which weights each state by $e^{hN_B}$. Then $d\langle N_B\rangle/dh$ is the variance of $N_B$. Since $h=f'/kT$,

$$\frac{\operatorname{var}N_B}{N}=\frac{dx}{dh}=\frac{kT}{f''}=\frac c\Phi. \tag{10}$$

A small thermodynamic factor therefore means large composition fluctuations.

The variance is a sum of correlations between sites. For neighbours the covariance of B occupation is $P_{BB}-x^2=c-y$. Divided by the single-site variance $c$, it is

$$r=1-\frac yc=1-\frac2{1+b}=\frac{b-1}{b+1}. \tag{11}$$

The same number is the change in a neighbour's probability of being B when a site is switched from A to B:

$$P(B|B)-P(B|A)=\frac{x-y}{x}-\frac{y}{1-x}=1-\frac yc=r.$$

Each further step along a tree multiplies the correlation by $r$, so at distance $n$ it is $r^n$. There are $z(z-1)^{n-1}$ sites at that distance. For $(z-1)|r|<1$ the geometric series gives

$$\frac1\Phi=1+\sum_{n\ge1}z(z-1)^{n-1}r^n=1+\frac{zr}{1-(z-1)r}=\frac{1+r}{1-(z-1)r}.$$

From (11), $1/b=(1-r)/(1+r)$, and (8) becomes

$$\Phi=1-\frac{zr}{1+r}=\frac{1-(z-1)r}{1+r},$$

in agreement with the sum. Correlations weaken with distance while the number of sites grows, and their competition sets the size of $\Phi$.

## Where the uniform phase fails

Consider a tree site with one of its $z$ branches removed, and let $q$ be its ratio of B to A weights. Each remaining branch multiplies that ratio by

$$m(q)=\frac{e^{-\varepsilon_{AB}/kT}+q\,e^{-\varepsilon_{BB}/kT}}{e^{-\varepsilon_{AA}/kT}+q\,e^{-\varepsilon_{AB}/kT}},
\qquad q=e^h m^{z-1}.$$

The logarithmic derivative of $m$ is

$$\frac{d\ln m}{d\ln q}=\frac{q\,e^{-\varepsilon_{BB}/kT}}{e^{-\varepsilon_{AB}/kT}+q\,e^{-\varepsilon_{BB}/kT}}-\frac{q\,e^{-\varepsilon_{AB}/kT}}{e^{-\varepsilon_{AA}/kT}+q\,e^{-\varepsilon_{AB}/kT}}=P(B|B)-P(B|A)=r.$$

A small disturbance of $\ln q$ is thus multiplied by $(z-1)r$ from one generation to the next. There are two limits of stability for $z>2$.

**Separation.** When $(z-1)r=1$, (11) gives $b=z/(z-2)$, and $\Phi=0$. This is the spinodal. For $w>0$, $b$ is largest at $x=\tfrac12$, where it equals $e^{w/kT}$, so the highest spinodal temperature is

$$kT_c=\frac{w}{\ln[z/(z-2)]}. \tag{12}$$

Between the boundary of the two-phase region and the spinodal, (8) describes a metastable alloy. Inside the spinodal $\Phi$ is negative, and composition differences that extend over long enough distances initially grow. Over short distances the energy cost of steep composition gradients, which (2) leaves out, can prevent this.

**Alternating order.** When $(z-1)r=-1$, $b=(z-2)/z$. The disturbance changes sign at each step without decaying, which signals two-sublattice order. Since $b>|1-2x|$, this limit is reached only for $w<0$ and $1/z<x<1-1/z$. Here $\Phi$ is finite, $2(z-1)/(z-2)$, so a measurement of $\Phi$ alone need not reveal the instability. This criterion suits lattices that divide into two sublattices with all neighbours on the opposite one. The fcc lattice does not, because it contains triangles of neighbours.

For the chain, $(z-1)r=r$ lies strictly between $-1$ and $1$ at any $T>0$, so neither limit is reached.

## Two limiting cases

**Many weak neighbours.** Let $z\to\infty$ with $zw$ fixed. Then $\eta-1\approx2w/kT$, $b\approx1+4cw/kT$, and

$$\Phi\to1-\frac{2zw}{kT}x(1-x). \tag{13}$$

This is the regular solution, which sets $y=c$ and ignores local correlation. At $x=\tfrac12$ the Bethe result is $1-\frac z2(1-e^{-w/kT})$, while (13) gives $1-\frac z2\,w/kT$. Since $e^{-u}\ge1-u$, the Bethe value is never the lower of the two at this composition.

**Dilute B.** For small $x$, $b\approx1+2x(\eta-1)$, and

$$\Phi\approx1-zx\left(e^{2w/kT}-1\right). \tag{14}$$

To first order in $x$ this also holds on a crystal with loops. The probability of finding B on two given neighbouring sites is $e^{2w/kT}$ times its random value, while the correlation of B atoms farther apart requires at least a third B atom and enters at higher order. Equation (13) reproduces (14) only if $|w|\ll kT$.

## A worked example

Take an fcc model alloy with $z=12$, $w=9.5$ meV, $x=0.5$ and $T=1273$ K. Then $kT=109.70$ meV, $w/kT=0.0866$, and

$$\eta=e^{0.1732}=1.1891,\qquad b=\sqrt{1+0.1891}=1.0905,$$

$$y=\frac{0.5}{2.0905}=0.2392,\qquad r=\frac{0.0905}{2.0905}=0.0433,$$

$$\Phi=1-6\left(1-\frac1{1.0905}\right)=0.502.$$

The number of unlike bonds is only 4% below its random value, yet $\Phi$ is halved, because small correlations add up over many sites. The twelve nearest neighbours alone would give $1/(1+12r)=0.66$; the more distant shells supply the rest of the reduction. This division belongs to the tree. On the fcc lattice itself, triangles of neighbours raise $r$ to about 0.053, unlike bonds are about 5% below random, and the first shell alone gives 0.61, although the total $\Phi$ differs by only 1%. The regular solution gives 0.480. At the same temperature the Bethe value is 0.615 at $x=0.25$ or $0.75$ and 0.806 at $x=0.1$. The symmetry about $x=0.5$ follows from composition-independent pair energies.

Choose $D_k=10^{-10}$ cm²/s and an anneal of 10 h. For a composition step small enough that $\tilde D$ is nearly constant,

$$\tilde D=0.502\times10^{-10}=5.0\times10^{-11}\ \text{cm}^2/\text{s},$$

and $\sqrt{\tilde Dt}=13.4$ µm. With $D_k$ and $t$ held fixed but $\Phi=1$, the length would be 19.0 µm. The length falls by $\sqrt\Phi$, not by $\Phi$.

## How far the numbers can be trusted

These parameters are rough, round values in the regime of copper–nickel, an fcc alloy with a weak clustering tendency whose miscibility gap closes somewhere near 600 K. Equation (12) gives 605 K for the chosen $w$; the regular solution would give 661 K. Both are too high for the model itself: on the fcc lattice, with its closed loops, the same pair energies close the gap near 540 K. Placing it at 600 K there would take a $w$ about 10% larger. The value of $D_k$ indicates an order of magnitude; in a real couple it varies with composition.

**Closed loops.** A Monte Carlo calculation with the same pair energies, on a periodic fcc cell of 256 sites at $x=0.5$, gives $\Phi=0.507\pm0.001$ at 1273 K. The Bethe value is 1% lower. At 800 K, with $w$ unchanged, Monte Carlo gives $0.250\pm0.001$, against 0.228 from Bethe and 0.173 from the regular solution. The Bethe error has grown to 9% of the Monte Carlo value. The quoted uncertainties are statistical standard errors. Nearer the critical point, the loop-free entropy should not be relied on without a similar comparison.

**Vibrations.** Suppose mixing adds a vibrational entropy $4s\,x(1-x)$ per atom, with $s=0.05k$ as an assumed rough size. Its contribution to $f''$ is $8sT$, so at fixed $w$

$$\Delta\Phi=\frac{8sc}{k}=8(0.05)(0.25)=+0.10.$$

This is 20% of $\Phi$, far more than the loop error at 1273 K. An entropy of the opposite sign would lower $\Phi$ by the same amount. If $w$ is instead readjusted so that the gap still closes at 605 K, the shift is about half as large, $\pm0.05$ for $s=\pm0.05k$. Assessed data for copper–nickel point to a negative excess entropy of order $-0.1k$ at mid-composition; with $s=-0.1k$ and $w$ readjusted in this way, $\Phi$ is about 0.41.

**Coherency strain.** If layers of different composition must keep a common lateral lattice spacing, a layer whose composition deviates by $\Delta x$ from the mean costs an energy $\Omega Y\epsilon^2(\Delta x)^2$ per atom. Here $\epsilon$ is the relative change of lattice spacing per unit $x$, $Y$ the biaxial modulus, which in an elastically anisotropic crystal depends on the orientation of the layers, and $\Omega$ the atomic volume. With rough values $\epsilon=0.025$, $Y=200$ GPa and $\Omega=0.0115$ nm³,

$$\Delta\Phi=\frac{2c\,\Omega Y\epsilon^2}{kT}=+0.04.$$

The term is absent in a couple whose misfit stress has relaxed.

**The exchange energy.** Raising $w$ by 10% at fixed temperature lowers $\Phi$ by 0.05. Composition-dependent and many-atom interactions can change $\Phi$ further and can remove the symmetry about $x=0.5$; they and magnetic contributions have not been evaluated.

For an alloy in this regime, the supported statement is that $\Phi$ is about 0.5 at mid-composition and 1273 K, with an uncertainty of order 0.1 from the energetic and entropic input; the contributions not evaluated here could add to it. The further digits belong to the model and serve for comparison with the numerical output.

## Computed values

```
Largest deviations of Phi from the formula (dimensionless)
  minimized free energy: 6.6e-06
  tree recursion: 8.6e-10
  sum over neighbour shells: 1.1e-07
Ring of 16 sites, all 65536 states
  w/kT=+0.8: x=0.6088, Phi ring=0.45807, 1/b=0.45807
  w/kT=-0.8: x=0.5225, Phi ring=2.21670, 1/b=2.21670
Worked example
  z=12, w=9.5 meV, x=0.5, T=1273 K
  kT=109.70 meV, w/kT=0.08660
  eta=1.18911, b=1.09046
  A-B probability y=0.23918 (random: 0.25000)
  neighbour correlation r=0.04327
  Phi Bethe=0.5023
  Phi regular solution=0.4804
  critical temperature, Bethe: 605 K
  critical temperature, regular: 661 K
  Phi at x=0.1: 0.8056
  Phi at x=0.25: 0.6150
  Phi at x=0.75: 0.6150
  kinetic factor D_k=1.0e-10 cm2/s, time=10 h
  interdiffusion coefficient=5.02e-11 cm2/s
  sqrt(D t)=13.4 um; with Phi=1: 19.0 um
Closed loops: Monte Carlo, 256 fcc sites, x=0.5
  T=1273 K: Phi=0.5074 +- 0.0010
    Bethe 0.5023, regular solution 0.4804
    Monte Carlo minus Bethe: +0.0052
  T=800 K: Phi=0.2503 +- 0.0006
    Bethe 0.2276, regular solution 0.1732
    Monte Carlo minus Bethe: +0.0226
Other neglected effects at the example's T and x
  vibrational entropy 0.05 k per atom: dPhi=+0.100
  misfit 0.025, biaxial modulus 200 GPa,
    atomic volume 0.0115 nm3: dPhi=+0.041
  w larger by 10 percent: dPhi=-0.047
```
